Charge Berry phase of a half-filled ionic Hubbard ring

**Problem**

A ring has L sites, L even, and L electrons with equal numbers of each spin. Even sites lie at energy −Δ/2 and odd sites at +Δ/2, with Δ > 0. Neighbouring sites are joined by hopping t, and two electrons on one site repel with energy U. A twist θ, the same for both spins, is spread evenly over the bonds:

H(θ) = T + T† − (Δ/2) Σ_j (−1)^j n_j + U Σ_j n_j↑ n_j↓,

T = −t e^{iθ/L} Σ_jσ c†_{j+1,σ} c_{jσ}.

Site L is site 0, ħ = 1, and t is the unit of energy. These are model parameters; no material is meant.

Let u(θ) be the ground state. Find its charge Berry phase over one turn of the twist for weak and for strong repulsion. If the two differ, find how and where the phase changes for L = 4 and Δ = 2t, and what the change means for the charge.

The phase needs a closing condition. Let X = Σ_j j n_j and V = exp(2πiX/L). A hop to the right raises X by 1, or by 1 − L across the end of the numbering. In both cases V multiplies the hop by e^{2πi/L}, so

V H(θ) V† = H(θ + 2π).

The Hamiltonian returns to itself up to V, and we therefore require u(θ + 2π) = V u(θ). The Berry phase is

γ = −i ∫₀^{2π} ⟨u|∂_θu⟩ dθ.

Multiplying u by a phase factor e^{iχ(θ)} that respects the closing condition changes γ by a multiple of 2π, so γ is defined modulo 2π. This requires a ground state that is unique at every θ.

**A tempting solution**

At U = 0 the two spins are independent. The ground state is a product of two equal factors, and the phase is a sum:

γ = γ↑ + γ↓ = 2γ↑.

The ring is symmetric under reflection about site 0, which reverses the twist. Reflection turns γ↑ into −γ↑, so γ↑ is 0 or π, and in either case γ = 0 modulo 2π.

Now switch on U. Neither the reflection symmetry nor the symmetry between the spins is lost. Each spin still has a phase of 0 or π, the two phases are still equal, and their sum is still 0 modulo 2π. The conclusion would be that γ = 0 for every U.

**Where it fails**

Consider a state with one electron on every site, as strong repulsion favours. Then

X = 0 + 1 + … + (L − 1) = L(L − 1)/2,

V = e^{iπ(L−1)} = −1,

because L is even. If the twist leaves such a state unchanged apart from a phase factor, write u(θ) = e^{iθ/2}u(0), which meets the closing condition. The definition gives γ = −i(i/2)(2π) = π, in conflict with the argument above.

The fault hides behind the phrase "each spin still has a phase". Such a phase can still be defined at U > 0, by twisting one spin alone and closing with V built from the positions of that spin. While the ground state stays unique, reflection keeps it at 0 or π and spin symmetry keeps the two equal. What is lost is the sum. The rule γ = γ↑ + γ↓ was derived for a state that is a product of a spin-up and a spin-down factor. Repulsion entangles the two. Spin symmetry of the whole state does not restore the product, and the phase for twisting both spins together need not be the sum of the phases for twisting each alone. For L = 4, Δ = 2t and U = 4t the one-spin phases are both 0 while γ = π. The reflection argument survives, but it must be applied to the whole many-electron state.

**Quantization of the whole phase**

Let P reflect the ring about site 0, sending j to −j modulo L. It exchanges hops to the right and to the left, and it changes X to −X modulo L. Hence

P H(θ) P = H(−θ), P V P = V†, P² = 1.

At θ = 0, P commutes with H, and the unique ground state has parity p₀ = ±1. At θ = π the symmetry is VP, since

VP H(π) (VP)† = V H(−π) V† = H(π),

(VP)² = V (PVP) = V V† = 1.

The ground state there has a parity p_π = ±1 under VP.

Choose a smooth u(θ) on 0 ≤ θ ≤ π and set u(−θ) = p₀ P u(θ). The two halves agree at θ = 0. The integrand ⟨u|∂_θu⟩ at −θ is minus its value at θ, so the integral from −π to π vanishes. What remains is the phase by which the ends fail to meet:

V u(−π) = p₀ VP u(π) = p₀ p_π u(π).

This mismatch is part of the Berry phase. To see why, divide the turn into M small steps. Since ⟨u(θ)|u(θ+dθ)⟩ ≈ 1 + ⟨u|∂_θu⟩dθ has argument −i⟨u|∂_θu⟩dθ, the definition equals

γ = arg[⟨u₀|u₁⟩⟨u₁|u₂⟩ … ⟨u_{M−1}|V u₀⟩]

for large M. The phases of the intermediate states cancel here, so they may be chosen freely, and the last overlap carries the mismatch. Therefore

e^{iγ} = p₀ p_π.

The phase is 0 or π whenever the ground state is unique throughout the turn.

**The two ends**

At U = 0 the one-electron levels are ±√(4t²cos²k + Δ²/4), and each spin fills the lower band. An excitation costs at least Δ, so the ground state is unique at every twist. Here the product form is correct. Each parity is the square of a one-spin parity, p₀ = p_π = +1, and γ = 0.

For U − Δ ≫ t there is one electron per site, and the spins remain to be fixed. Take two neighbours in a spin singlet. It couples with strength √2 t to each of two configurations: both electrons on the even site, at cost U − Δ, and both on the odd site, at cost U + Δ. Second-order perturbation theory lowers the singlet by

J = 2t²/(U − Δ) + 2t²/(U + Δ) = 4t²U/(U² − Δ²).

The triplet is not lowered, because the exclusion principle forbids the hop. The low levels are those of a Heisenberg ring with exchange J. Its ground state is unique: a half-turn about the z axis of the spins on one sublattice makes every spin-flip matrix element negative. These flips connect all configurations with equal numbers of up and down spins, so the lowest state has positive amplitudes throughout and cannot be degenerate in this sector.

In second order an electron hops out and back, and the twist factors cancel. More generally, to restore one electron per site, equal net charge must cross every bond. A process that feels the twist thus needs at least L hops. At leading order u is independent of θ up to its phase factor, V = −1, and γ = π. Small corrections cannot move a quantized phase while the gap stays open.

For four sites the size of J can be read from the spectrum. The exchange energy is J(S₀ + S₂)·(S₁ + S₃). With both pairs in spin 1, total spin 0 has energy −2J and total spin 1 has −J, so the gap is J. At U = 150t and Δ = 50t the formula gives

J = 4 × 150/(22500 − 2500) t = 0.0300t.

Diagonalization of the full Hamiltonian gives gaps between 0.02995t and 0.03003t at twists 0, 1 and π. They lie within 0.2 % of J, and their small spread is the remaining effect of the twist.

The product p₀p_π is thus +1 at U = 0 and −1 at large U. Parity cannot change along a nondegenerate level, so ground states of opposite parity must cross at θ = 0 or θ = π. This proves that γ jumps by π an odd number of times. The number and the positions must be computed.

**What crosses on four sites**

At θ = 0 use the combinations

a± = (c₀ ± c₂)/√2, b± = (c₁ ± c₃)/√2.

For each spin the hopping becomes

−t(c₀ + c₂)†(c₁ + c₃) + h.c. = −2t a₊†b₊ + h.c.

The orbitals a₋ and b₋ have dropped out of it and keep the energies −Δ/2 and +Δ/2. Reflection exchanges sites 1 and 3, so b₋ changes sign while the other three do not. The parity is (−1) to the number of electrons in b₋.

Let Δ and U both be small compared with t. Two electrons fill the bonding combination of a₊ and b₊, with nearly uniform density. The other two choose between a₋ and b₋. The repulsion from the uniform pair is the same for every choice. Two electrons in a₋ sit on two sites with probability 1/2 each, which costs U(1/4 + 1/4) = U/2. One electron in each orbital costs no mutual repulsion, since a₋ and b₋ share no site. To first order,

E(a₋²) = −Δ + U/2, parity +1,

E(a₋b₋) = 0, parity −1.

They cross at U = 2Δ. The state b₋² lies at Δ + U/2, above both. At this order the singlet and the triplet built on a₋b₋ have the same energy. Second-order terms separate them, and diagonalization places the singlet lower, so the crossing is between two singlets.

The odd state also shows concretely why the tempting argument fails. Its singlet is

(a₋↑† b₋↓† + b₋↑† a₋↓†)/√2

acting on the filled pair. In the first term the spin-up factor is even and the spin-down factor odd; in the second term the roles are exchanged. Neither spin has a parity of its own, yet the whole state has parity −1. A single product with equal spin factors cannot have it.

For longer rings the same two orbitals exist at the twist that allows the wave numbers ±π/2: θ = 0 when L is a multiple of 4, and θ = π for the other even L. Each orbital is spread over L/2 sites with probability 2/L, so double filling costs U(L/2)(2/L)² = 2U/L, and

U_c → LΔ/2,

when Δ and U are far below the level spacing. At Δ = 0.02t diagonalization gives U_c/Δ = 1.985 for L = 4 and 2.950 for L = 6, against the first-order values 2 and 3.

The opposite limit, t → 0, is simpler. Double filling of the even sites has energy L(U − Δ)/2, and single filling of all sites has energy 0. They cross at U = Δ. In the first state X = 2(0 + 2 + … + L − 2) = L(L/2 − 1), so V = 1; in the second V = −1. The two values of γ appear directly as phases of V. At U = Δ these two are not alone. Moving one electron from an odd site to a singly filled even site costs U − Δ, so every partly transferred configuration has the same energy there (15 states in all for four sites). Hopping mixes them at first order and shifts the crossing from Δ by an amount of order t, so U_c/Δ → 1 as t/Δ → 0.

**Four sites with Δ = 2t**

Each spin places two electrons on four sites in 6 ways, so the problem has 6 × 6 = 36 states. Diagonalizing H(0) separately for each parity and searching for equal lowest energies gives

U_c = 2.783t.

This lies between the t → 0 value Δ = 2t and the weak-coupling value 2Δ = 4t. Neither limit applies closely, since Δ is comparable with t.

The Berry phase can be computed without parities, from the overlap product. The twists were taken on an even mesh of 60 points, or 240 near the crossing, shifted so that no point is the mirror image of another. The smallest gap on the mesh is listed too; it refers to all states with equal numbers of up and down spins, triplets included.

U = 0: γ = 0, gap 2.000t
U = 1t: γ = 0, gap 1.266t
U = 2.583t: γ = 0, gap 0.131t
U = 2.983t: γ = π, gap 0.126t
U = 7t: γ = π, gap 0.347t
U = 12t: γ = π, gap 0.279t

The phase changes between the two values that lie 0.2t below and above the parity crossing. The sampled values fit a single jump; they do not exclude a pair of further jumps between samples.

The states just below and just above U_c, at U = 2.773t and 2.793t, show what changes. All of them are singlets.

At θ = 0:
parity: +1 → −1
double occupancy per site: 0.274 → 0.113
electrons per even site: 1.497 → 1.130

At θ = π:
parity: +1 → +1
double occupancy per site: 0.204 → 0.203
electrons per even site: 1.281 → 1.280

At zero twist the ground state is replaced by another with far fewer doubly occupied sites and a more even charge. At θ = π it barely changes. Between U = 1t and U = 7t the number of electrons per even site falls from 1.654 to 1.038 at θ = 0, and from 1.464 to 1.061 at θ = π. This is the passage from a band-like to a Mott-like state. The density changes gradually at θ = π, while the phase has two allowed values.

These numbers also explain the small gaps near the jump. The slope of a level is ∂E/∂U = Σ_j⟨n_j↑n_j↓⟩, four times the double occupancy per site. The crossing levels separate at the rate

4 × (0.274 − 0.113) = 0.64,

so at a distance 0.2t from U_c they should differ by about 0.13t. The listed gaps are 0.131t and 0.126t.

**Why a crossing at one twist changes the whole phase**

Near θ = 0 and U = U_c keep the two crossing states. Their energy difference is 2m, and m changes sign at U_c. The first effect of the twist is θ∂_θH at θ = 0. In the orbitals of the four-site ring this derivative contains

−(it/2)(b₋†a₋ − a₋†b₋)

for each spin. It moves an electron between a₋ and b₋, which changes the parity, and therefore couples the two states. Its matrix element is imaginary, and the reduced Hamiltonian is

mσ_z + vθσ_y.

As θ passes from well below to well above zero, the ground state moves on the Bloch sphere from one end of the y axis to the other. It passes through one pole for m > 0 and through the other for m < 0. The two routes together form a great circle, which encloses a solid angle of 2π. The Berry phase of a two-level state is half the solid angle up to sign, so the routes differ by π. As m shrinks, the region |θ| ≲ |m/v| in which the state turns becomes narrow, but the angle turned does not.

**What the phase says about charge**

The electron current through bond j → j+1 follows from the rate of change of n_{j+1} due to that bond. With T_j the part of T on that bond, it is −i(T_j − T_j†). The average over the bonds is

I = −(i/L)(T − T†) = −∂_θH.

Change a parameter of H slowly in time. To first order in the rate, the state u acquires an admixture of each excited state n with amplitude

c_n = i⟨n|u̇⟩/(E_n − E₀).

Differentiating the eigenvalue equation gives ⟨u|∂_θH|n⟩ = (E₀ − E_n)⟨∂_θu|n⟩. The energy denominators cancel, and

⟨I⟩ = −∂_θE₀ + 2 Im⟨u̇|∂_θu⟩.

Average over the twist. The first term vanishes because E₀ is periodic. For the second, differentiate γ in time and integrate by parts; the boundary terms cancel because V is constant:

dγ/dt = 2 ∫₀^{2π} Im⟨u̇|∂_θu⟩ dθ.

The averaged current is (1/2π)dγ/dt, and the number of electrons carried to the right, averaged over the bonds and the twist, is

N = (γ_end − γ_start)/2π,

with γ followed continuously. Single bonds can carry different numbers when the charge on the sites changes; over a closed loop of the parameters all bonds carry the same. The electronic polarization of the chain, a dipole per length, is −eγ/2π modulo e, where e is the elementary charge. Fixed ions add a constant. The jump by π is a change of e/2, modulo e.

Along the symmetric line the gap at zero twist closes at U_c, and there the system does not follow its ground state, however slow the change. To carry the charge one must go around the crossing. Let the hopping on bond j → j+1 be t[1 + (−1)^jδ]. On four sites at θ = 0 the added term is −2tδ(a₋†b₋ + h.c.) for each spin. It couples the two parities and opens a gap. Follow

U = (1 + 6s)t, δ = ±0.5 sin(πs), 0 ≤ s ≤ 1.

Both ends are reflection symmetric, with γ = 0 at the start and π at the end, so N must be a half-integer. The overlap product, followed along the path, gives N = +0.500 for δ > 0 and −0.500 for δ < 0. The opposite signs are required, since reflection reverses both δ and the current. Out along one path and back along the other carries 0.5 − (−0.5) = 1 electron.

Half way, at U = 4t and δ = 0.5, the phase gives N = 0.408. Reflection symmetry is broken there, and nothing fixes the phase at 0 or π.

The same transport follows from the time-dependent Schrödinger equation, with no Berry phase in the calculation. It was integrated numerically at 12 evenly spaced twists for a ramp lasting 60ħ/t that starts and ends smoothly. The time integral of the averaged current was 0.408 electrons half way and 0.500 at the end.

The e/2 is not a switchable polarization of the kind a ferroelectric has. Both end states are reflection symmetric, and reflection reverses polarization. Modulo e, two values equal their own negatives, 0 and e/2, and the two states realize one each.

**How far the result reaches**

The quantization rests on reflection about a site. Bond alternation removes it, as the half-way value shows.

The position of the jump depends on the length of the ring. At Δ = 2t the parity crossing lies at

L = 4: U_c = 2.78t, at θ = 0
L = 6: U_c = 3.12t, at θ = π
L = 8: U_c = 3.29t, at θ = 0

The values still rise by 0.17t in the last step, so none of them should be taken for that of a long chain. For six sites the overlap product again gives γ = 0 at U = 1t and γ = π at U = 8t.

Nor does γ = π alone prove that a long chain is a Mott insulator just above the jump. The phase records where charge sits relative to the lattice, not the state of the spins. An infinite chain could also choose one of two patterns of strong and weak bonds spontaneously, breaking the reflection symmetry that a finite ring with a unique ground state must keep. The four-site result is a change of reflection parity at U_c = 2.78t, with γ = 0 below and γ = π above at the values computed.
